# Static permittivity of cubic boron nitride from its optical phonons

## Problem

Cubic boron nitride is an ultrawide-gap semiconductor considered for power and radio-frequency devices. Its transverse optical (TO) phonon lies at $1055\ \mathrm{cm^{-1}}$, its longitudinal optical (LO) phonon at $1305\ \mathrm{cm^{-1}}$, and its high-frequency permittivity is $\varepsilon_\infty=4.5$.

1. Estimate the static relative permittivity $\varepsilon_s$ by scaling.
2. Derive $\varepsilon_s$ for a harmonic lattice and evaluate it.
3. Find the capacitance per area of a $100\ \mathrm{nm}$ layer, and the value obtained if $\varepsilon_\infty$ is used instead.

"High-frequency" means far above the phonons but far below the electronic gap: the electrons follow the field, the ions do not. "Static" means far below the phonons, with the crystal held at fixed strain. The crystal is undoped.

The derivation uses Hartree atomic units, in which $D=E+4\pi P$. The phonons enter the result through a ratio, so wavenumbers may then be used directly.

## First estimate by scaling

When boron and nitrogen ions move against each other, they carry charge and polarize the crystal. Let $Z$ be the effective charge, $V$ the volume of the two-atom cell and $\kappa$ the stiffness against relative displacement in the TO vibration.

In a static field $E$ the displacement scales as $ZE/\kappa$, and the resulting polarization as $Z^2E/(V\kappa)$. The ionic part of the permittivity therefore scales as

$$\varepsilon_s-\varepsilon_\infty\sim \frac{Z^2}{V\kappa}.$$

In an LO vibration a displacement $u$ creates a field that pulls the ions back. This field scales as $Zu/(V\varepsilon_\infty)$, because the electrons screen it. The extra stiffness is the force $Z$ times this field, divided by $u$:

$$\Delta\kappa\sim\frac{Z^2}{V\varepsilon_\infty}.$$

Eliminating $Z^2/V$ gives

$$\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty}\sim\frac{\Delta\kappa}{\kappa}.$$

Scaling does not fix the numerical factor, which is provisionally set to one. A frequency varies as the square root of stiffness, so a small fractional frequency change $\delta$ corresponds to $\Delta\kappa/\kappa\approx2\delta$. Here

$$\delta=\frac{1305-1055}{1055}=0.237,$$

and hence

$$\varepsilon_s\approx4.5\,(1+2\times0.237)=6.63.$$

Two points remain open: the factor set to one, and the use of a small-change formula for a change of 24%.

## Exact solution of the harmonic model

### Forces and polarization

Let $u$ be the displacement of the boron sublattice relative to the nitrogen sublattice, and $\mu$ the reduced mass. To second order in $u$ and the macroscopic field $E$, the energy function of one cell is

$$W=\frac12\mu\omega_{TO}^2u^2-ZuE-\frac{V(\varepsilon_\infty-1)}{8\pi}E^2 .$$

In a cubic crystal each second-order coefficient is the same in every direction, so scalars suffice. There is no linear term in $u$, because $u=0$ is the equilibrium at zero field.

The force is $-\partial W/\partial u$, and the cell dipole is $-\partial W/\partial E$. Thus

$$\mu\ddot u=-\mu\omega_{TO}^2u+ZE,\qquad(1)$$

$$P=\frac{Zu}{V}+\frac{\varepsilon_\infty-1}{4\pi}E.\qquad(2)$$

The same $Z$ stands in both equations because both come from the single term $-ZuE$. At $u=0$, equation (2) gives $D=E+4\pi P=\varepsilon_\infty E$, as the definition of $\varepsilon_\infty$ requires.

### The transverse vibration

The symbol $\omega_{TO}$ in (1) is the vibration frequency at zero macroscopic field. It must be shown that this is the TO frequency.

For a transverse wave of wavevector $q$, Maxwell's equations give

$$q^2E=\frac{\omega^2}{c^2}(E+4\pi P)
\quad\Longrightarrow\quad
E=\frac{4\pi P\,\omega^2}{c^2q^2-\omega^2}.$$

When $q\gg\omega/c$, this field is negligible and (1) gives vibration at $\omega_{TO}$. The wave must also be long compared with the cell, so that $u$ is nearly uniform over many cells. Both conditions can hold together. At $1305\ \mathrm{cm^{-1}}$, $\omega/c=2\pi\times1305\ \mathrm{cm^{-1}}\approx8\times10^3\ \mathrm{cm^{-1}}$, whereas $2\pi/a\approx2\times10^8\ \mathrm{cm^{-1}}$ for a lattice constant $a$ of roughly $0.362\ \mathrm{nm}$.

### The longitudinal vibration

Without free charge, $\nabla\cdot D=0$. In a longitudinal wave $D$ is parallel to $q$, so this condition becomes $qD=0$, and therefore $D=0$. With (2),

$$0=E+4\pi P=\varepsilon_\infty E+\frac{4\pi Zu}{V}
\quad\Longrightarrow\quad
E=-\frac{4\pi Zu}{\varepsilon_\infty V}.$$

The minus sign shows that the field opposes the displacement. Substitution in (1) gives

$$\mu\ddot u=-\left(\mu\omega_{TO}^2+\frac{4\pi Z^2}{\varepsilon_\infty V}\right)u .$$

The bracket is $\mu\omega_{LO}^2$, so

$$\omega_{LO}^2-\omega_{TO}^2=\frac{4\pi Z^2}{\varepsilon_\infty V\mu}.\qquad(3)$$

If $Z=0$, the two frequencies coincide. In this model the splitting is due entirely to the macroscopic field.

### The permittivity

Now apply a field oscillating at frequency $\omega$. Since $\ddot u=-\omega^2u$, equation (1) becomes

$$\mu(\omega_{TO}^2-\omega^2)u=ZE .$$

Solving for $u$, inserting it in (2), and dividing $D=E+4\pi P$ by $E$ gives

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi Z^2}{V\mu(\omega_{TO}^2-\omega^2)}.$$

Equation (3) replaces $4\pi Z^2/(V\mu)$ by $\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)$:

$$\varepsilon(\omega)=\varepsilon_\infty\left[1+\frac{\omega_{LO}^2-\omega_{TO}^2}{\omega_{TO}^2-\omega^2}\right]
=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2}.\qquad(4)$$

At $\omega=0$ this is the Lyddane–Sachs–Teller relation,

$$\boxed{\varepsilon_s=\varepsilon_\infty\left(\frac{\omega_{LO}}{\omega_{TO}}\right)^2}.$$

Far above the phonons, (4) returns to $\varepsilon_\infty$. Between $\omega_{TO}$ and $\omega_{LO}$ it is negative. If $\omega_{TO}$ tends to zero while $\omega_{LO}$ stays finite, $\varepsilon_s$ diverges: the lattice offers vanishing resistance to a uniform polar displacement.

### Numbers

The frequency ratio is $1305/1055=1.23697$, and its square is $1.53009$. Therefore

$$\varepsilon_s=4.5\times1.53009=6.885\approx6.9 .$$

The ionic part is $6.885-4.5=2.385$, or 34.6% of the total. Swapping the frequencies would give $2.94$, which is below $\varepsilon_\infty$ and would require a negative ionic part. That is impossible here, since $4\pi Z^2/(V\mu\omega_{TO}^2)$ is positive.

Raising $\varepsilon_\infty$ by $0.05$ raises the result by $0.077$. Raising the LO line by $1\ \mathrm{cm^{-1}}$ and lowering the TO line by the same amount adds $0.024$. Input changes of this size, all acting in one direction, thus move $\varepsilon_s$ by about $0.1$.

For a parallel-plate layer of thickness $d=100\ \mathrm{nm}$, in SI units,

$$\frac CA=\frac{\varepsilon_0\varepsilon_s}{d}=61.0\ \mathrm{nF/cm^2}.$$

Using $\varepsilon_\infty$ would give $39.8\ \mathrm{nF/cm^2}$, which is 35% too low relative to the first value.

If the strain stays fixed, the static value is suitable at radio frequency. For $\omega\ll\omega_{TO}$, expansion of (4) gives

$$\varepsilon(\omega)-\varepsilon_s\approx\varepsilon_s\omega^2\left(\frac1{\omega_{TO}^2}-\frac1{\omega_{LO}^2}\right).$$

At $10\ \mathrm{GHz}$, or $0.33\ \mathrm{cm^{-1}}$, the change is $2.4\times10^{-7}$.

## Comparison of the estimate and the solution

The exact solution settles the factor left open by scaling. Dividing (3) by $\omega_{TO}^2$ shows that $(\varepsilon_s-\varepsilon_\infty)/\varepsilon_\infty$ equals the fractional increase in stiffness, so the factor is one. The remaining difference comes from the small-change formula. With $\omega_{LO}=(1+\delta)\omega_{TO}$,

$$\varepsilon_s=\varepsilon_\infty(1+2\delta+\delta^2).$$

The estimate omitted $\varepsilon_\infty\delta^2=4.5\times0.237^2=0.25$, which is the difference between $6.63$ and $6.885$. The estimate is 4% low for the whole permittivity, but 11% low for its ionic part. Its relative error in $\varepsilon_s$ is $\delta^2/(1+\delta)^2$, so it improves rapidly for weakly polar crystals, but reaches 25% when the splitting equals $\omega_{TO}$.

## A second case: ions with local fields

The field acting on an ion differs from the macroscopic field. A lattice of point-like polarizable ions shows where this difference goes.

Let the ions have charges $+z$ and $-z$, total polarizability $\alpha$ per cell, and a spring constant $K$ for relative motion. Draw a large sphere around one ion. The polarized matter outside contributes the field of the charge on the spherical surface,

$$\int_0^\pi P\cos^2\theta\;2\pi\sin\theta\,d\theta=\frac{4\pi P}{3}.$$

Dipoles inside contribute through sums of $(3r_ar_b-r^2\delta_{ab})/r^5$. Around either site of this lattice, cubic symmetry makes the sum of $r_ar_b/r^5$ equal to $\delta_{ab}$ times one third of the sum of $r^2/r^5$, so the contributions cancel. The local field is $E+4\pi P/3$.

With $p=PV$ and $t=4\pi/(3V)$, the cell dipole obeys

$$p=zu+\alpha(E+tp)
\quad\Longrightarrow\quad
p=\frac{zu+\alpha E}{1-\alpha t}.$$

The force on the relative coordinate is

$$-Ku+z(E+tp)
=-\left(K-\frac{z^2t}{1-\alpha t}\right)u+\frac{z}{1-\alpha t}E .$$

The same effective charge $Z=z/(1-\alpha t)$ appears in the dipole and in the force. The bracket is $\mu\omega_{TO}^2$: the local field softens the TO vibration. Equations (1) and (2) keep their form, and so does the result.

The dipole at $u=0$ gives

$$\varepsilon_\infty=1+\frac{4\pi\alpha}{V(1-\alpha t)}=1+\frac{3\alpha t}{1-\alpha t},
\qquad
\varepsilon_\infty+2=\frac{3}{1-\alpha t}.$$

Hence $Z=z(\varepsilon_\infty+2)/3$.

The value of $Z$ follows from (3) and requires no point-ion model. In atomic units, $V=a^3/4=80.0$, $\mu=6.101\ \mathrm{u}=1.112\times10^4$, and $\omega_{LO}^2-\omega_{TO}^2=1.225\times10^{-5}$. Thus

$$Z^2=\frac{4.5\times(1.112\times10^4)\times80.0\times(1.225\times10^{-5})}{4\pi}=3.90,$$

so $|Z|=1.98\,e$. The splitting does not determine the sign. In the point-ion model the corresponding bare charge is $3\times1.98/6.5=0.91\,e$; the rest of $Z$ comes from electronic polarization induced by the moving ions.

## The real material and the limits of the model

The phonon lines and $\varepsilon_\infty$ used here are typical of cubic boron nitride, whose static permittivity is roughly 7. The following estimates use rough material parameters. Each changes one condition while the other inputs stay fixed, and they are not corrections to be added together.

**Strain.** A crystal free to deform also responds piezoelectrically. In SI units, zero shear stress gives a shear strain $e_{14}E/c_{44}$, which adds a polarization $e_{14}^2E/c_{44}$. The permittivity rises by $e_{14}^2/(\varepsilon_0c_{44})=0.15$ for $e_{14}=0.8\ \mathrm{C/m^2}$ and $c_{44}=480\ \mathrm{GPa}$. With the rough constants chosen this is the largest change estimated here, but the ranking is not firm: $e_{14}=0.64\ \mathrm{C/m^2}$ would give $0.10$. For a film bonded to a rigid substrate, with the field along the film normal, the rise depends on orientation: it is zero for a (001) film and the full $0.15$ for (110). For (111) the film stretches along its normal, and the rise is $4e_{14}^2/(3\varepsilon_0c_L)=0.09$, where $c_L=(c_{11}+2c_{12}+4c_{44})/3=1040\ \mathrm{GPa}$ for $c_{11}=820\ \mathrm{GPa}$ and $c_{12}=190\ \mathrm{GPa}$. The thickness resonances of a $100\ \mathrm{nm}$ layer lie at tens of gigahertz, so at frequencies well below them this strain can follow the field.

**Source of $\varepsilon_\infty$.** Suppose $4.5$ was obtained from a refractive index at $589\ \mathrm{nm}$. With one electronic oscillator at $14\ \mathrm{eV}$, the electronic susceptibility at that wavelength is enhanced by $g=1/[1-(2.1/14)^2]=1.023$. The lattice adds $L\varepsilon_\infty$, where (4) gives $L=-0.0021$. Solving $4.5=1+g(\varepsilon_\infty-1)+L\varepsilon_\infty$ yields $\varepsilon_\infty=4.43$, and $\varepsilon_s$ falls by $0.11$. The oscillator energy is rough and matters: at $12\ \mathrm{eV}$ the fall is $0.15$.

**Doping.** Free carriers couple to the longitudinal vibration. For $10^{18}\ \mathrm{cm^{-3}}$ undamped carriers of one electron mass $m$, the screened plasma frequency $\omega_p=\sqrt{4\pi n/(m\varepsilon_\infty)}$ corresponds to $141\ \mathrm{cm^{-1}}$. The condition $\varepsilon(\omega)=\varepsilon_\infty\omega_p^2/\omega^2$ puts the upper coupled line at $1307.7\ \mathrm{cm^{-1}}$. Taking this line for the LO phonon would overestimate the lattice permittivity by $0.03$. The error scales nearly as $n/m$. Conduction electrons in cubic boron nitride are lighter, roughly a third of the electron mass, and a mass of $0.34\,m$ puts the line at $1312.9\ \mathrm{cm^{-1}}$ and the error at $0.08$.

**Temperature.** If heating lowers both phonons by $10\ \mathrm{cm^{-1}}$, $\varepsilon_s$ rises by $0.025$. Equal shifts do not cancel, because they change the ratio. The figure is only illustrative: if the LO line falls by $7$ or $12\ \mathrm{cm^{-1}}$ instead, the rise is $0.057$ or $0.004$, and $\varepsilon_\infty$, held fixed here, also changes with temperature.

**High field.** At $8\ \mathrm{MV/cm}$, of the order of a breakdown field, linear response must be questioned. Model the four bonds around an atom by Morse springs with exponent $b=20\ \mathrm{nm^{-1}}$ and length $d_0=156.8\ \mathrm{pm}$, keeping $Z$ and $\varepsilon_\infty$ fixed. Numerical solution of the force balance along $[111]$ gives a displacement of $0.64\ \mathrm{pm}$ for one field direction and $0.62\ \mathrm{pm}$ for the other. The ratio $D/E$ changes by $+0.041$ for one field direction and $-0.039$ for the other. The small-signal permittivity $dD/dE$, which sets the capacitance under bias, changes about twice as much, by $+0.083$ and $-0.077$. These figures describe only the anharmonic bonds. In a real crystal $Z$ and $\varepsilon_\infty$ also vary with the displacement, which may change $D/E$ by a comparable amount, so the figures indicate an order of magnitude and not the full response.

The size can be traced. Each bond has energy $\frac12\kappa_b(x^2-bx^3)$ to third order in its extension $x$. A bond whose direction makes an angle with cosine $c_i$ to $u$ has $x=c_iu+(1-c_i^2)u^2/(2d_0)$ to second order. The cosines are $1,-\frac13,-\frac13,-\frac13$, so summing the energies gives

$$\frac23\kappa_bu^2-\frac49\kappa_b\left(b+\frac1{d_0}\right)u^3 .$$

Differentiation gives the restoring force $\frac43\kappa_bu[1-(b+1/d_0)u]$. To leading order the displacement changes by the fraction $(b+1/d_0)u=(20+6.4)\times0.00064=0.017$, and $0.017\times2.385=0.04$. The sign reverses with $u$ because the crystal has no inversion symmetry.

Real films may also contain non-cubic material, grain boundaries and charged defects. Their effect depends on the film and is not estimated here. For a cubic, undoped crystal at fixed strain, the given data support $\varepsilon_s\approx6.9$, with an uncertainty of about $0.1$ from input changes of the size considered above.

Numbers in the example were calculated in double precision.
